Time-step error and stability of velocity Verlet for the harmonic oscillator, part 1

(Sections cited here and not found follow in the second part.)

Velocity Verlet for the harmonic oscillator: a guided problem

A molecular dynamics program does not follow Newton's equations continuously. It advances positions and velocities by a finite time step h, and the step has to be chosen: a long step saves force evaluations, each of which may cost a full electronic-structure calculation, while a short step keeps the trajectory faithful. For a harmonic force the sequence produced by the velocity Verlet rule can be written down exactly for any h, so the price of a given step can be computed rather than guessed.

The system is a particle of mass m with coordinate x in the potential V = ½mω²x², with ω > 0. The acceleration is a = −ω²x, and the true motion is

x(t) = x₀ cos ωt + (v₀/ω) sin ωt,

with period T = 2π/ω. The values at time t = nh carry the index n. One velocity Verlet step of length h > 0 is

x_{n+1} = x_n + h v_n + (h²/2) a_n,   (1)

v_{n+1} = v_n + (h/2)(a_n + a_{n+1}),   (2)

where a_n = −ω²x_n. The position is updated first, the force is evaluated at the new position, and the velocity is advanced with the mean of the old and the new acceleration. Arithmetic is taken as exact unless rounding is mentioned. The dimensionless step is

s = ωh.

Times are in fs and angular frequencies in rad/fs. Vibrations are also quoted as wavenumbers ν in cm⁻¹, with ω = 2πcν and c the speed of light.

First half: the exact solution of the step rule

(a) Write one step as a 2 × 2 matrix M acting on the column (x_n, v_n). Find its trace and its determinant.

Solution. Insert a_n = −ω²x_n in (1). The last term becomes −(h²ω²/2)x_n = −(s²/2)x_n, so

x_{n+1} = (1 − s²/2) x_n + h v_n.   (3)

Insert the accelerations in (2):

v_{n+1} = v_n − (hω²/2)(x_n + x_{n+1}).

The new position must be expressed through the old variables. By (3), x_n + x_{n+1} = (2 − s²/2)x_n + h v_n, and therefore

v_{n+1} = v_n − (hω²/2)(2 − s²/2) x_n − (h²ω²/2) v_n.

The two terms in v_n combine to (1 − s²/2)v_n. In the term with x_n the factor ½ is taken into the bracket, (hω²/2)(2 − s²/2) = hω²(1 − s²/4). Two abbreviations shorten what follows:

γ = 1 − s²/2,   Ω² = ω²(1 − s²/4).

Ω² is positive for s < 2, zero at s = 2 and negative beyond. With these,

x_{n+1} = γ x_n + h v_n,   (4)

v_{n+1} = −hΩ² x_n + γ v_n,   (5)

so M has the first row (γ, h) and the second row (−hΩ², γ). The trace is

tr M = 2γ = 2 − s².

The determinant is the product of the diagonal elements minus the product of the off-diagonal ones, γ² − h(−hΩ²) = γ² + h²Ω². Since h²ω² = s²,

γ² = 1 − s² + s⁴/4,   h²Ω² = s² − s⁴/4,

det M = γ² + h²Ω² = 1.   (6)

The determinant equals one for every step length, not merely to some order in h. A linear map multiplies areas in the (x, v) plane by its determinant, so the step conserves phase-space area, as the true motion does. The step is linear with constant coefficients, so the state after n steps is Mⁿ applied to the starting state.

(b) Eliminate the velocity to obtain a recurrence for the positions alone, express v_n through positions, and find the equation obeyed by a solution of the form x_n = λⁿ.

Solution. Write (3) for the step from n − 1 to n and solve for the velocity:

h v_{n−1} = x_n − (1 − s²/2) x_{n−1}.

Write (2) for the same step and multiply it by h:

h v_n = h v_{n−1} − (s²/2)(x_{n−1} + x_n).

Substituting the first line in the second gives

h v_n = x_n − x_{n−1} + (s²/2)x_{n−1} − (s²/2)x_{n−1} − (s²/2)x_n = γ x_n − x_{n−1}.

The two terms (s²/2)x_{n−1} cancel. Rearranged,

x_{n−1} = γ x_n − h v_n.   (7)

This is (4) with h replaced by −h, since γ is even in h. The velocity behaves in the same way: because det M = 1, the inverse of M has the rows (γ, −h) and (hΩ², γ), which is M with h replaced by −h. A step backwards is therefore the same rule with the sign of the time step reversed, which is the time reversibility of the scheme. Adding (4) and (7) removes the velocity, and subtracting them removes γ. For n ≥ 1,

x_{n+1} + x_{n−1} = 2γ x_n = (2 − s²) x_n,   (8)

v_n = (x_{n+1} − x_{n−1})/(2h).   (9)

Equation (8) may be written (x_{n+1} − 2x_n + x_{n−1})/h² = −ω²x_n. It is Newton's equation with the second derivative replaced by the central second difference, and (9) says that the velocity carried by the scheme is the central first difference of its positions. The recurrence needs two starting values, x₀ and x₁ = γx₀ + hv₀, and then fixes every later x_n uniquely.

Put x_n = λⁿ in (8) and divide by λ^{n−1}:

λ² − 2γλ + 1 = 0,   λ = γ ± √(γ² − 1).   (10)

This is also the characteristic equation λ² − (tr M)λ + det M = 0, so the two roots are the eigenvalues of M. Their product is 1 and their sum is 2γ. From (6),

γ² − 1 = −h²Ω² = −s²(1 − s²/4),

so the square root in (10) is imaginary for s < 2, zero for s = 2 and real for s > 2. These are three different kinds of motion, and they are treated in turn.

(c) For 0 < s < 2, find x_n and v_n in closed form for arbitrary x₀ and v₀, and give a bound on |x_n|.

Solution. For 0 < s < 2, γ = 1 − s²/2 lies strictly between −1 and 1, so there is exactly one angle θ with

cos θ = 1 − s²/2,   0 < θ < π.   (11)

The identity cos θ = 1 − 2 sin²(θ/2) turns this into sin²(θ/2) = s²/4. Since θ/2 lies between 0 and π/2 the sine is positive, and

sin(θ/2) = s/2,   θ = 2 arcsin(s/2).   (12)

From (6), sin²θ = 1 − γ² = h²Ω². The sine is positive on 0 < θ < π, so with Ω the positive root,

sin θ = hΩ,   Ω = ω√(1 − s²/4).   (13)

The roots (10) are then cos θ ± i sin θ = e^{±iθ}, both of modulus one.

The sequences cos nθ and sin nθ each satisfy (8), because of the addition formulas

cos(n+1)θ + cos(n−1)θ = 2 cos θ cos nθ,   sin(n+1)θ + sin(n−1)θ = 2 cos θ sin nθ.

The recurrence is linear, so x_n = P cos nθ + Q sin nθ satisfies it for any constants P and Q. Matching n = 0 gives P = x₀. Matching n = 1 gives

x₀ cos θ + Q sin θ = γx₀ + hv₀,

and since cos θ = γ this leaves Q = hv₀/sin θ = v₀/Ω by (13). The two starting values are reproduced and the recurrence fixes the rest, so this is the solution:

x_n = x₀ cos nθ + (v₀/Ω) sin nθ.   (14)

The velocity follows from (9) and the formulas

cos(n+1)θ − cos(n−1)θ = −2 sin θ sin nθ,   sin(n+1)θ − sin(n−1)θ = 2 sin θ cos nθ.

Dividing by 2h turns 2 sin θ into sin θ/h = Ω, so

v_n = −Ωx₀ sin nθ + v₀ cos nθ.   (15)

Equation (9) was derived for n ≥ 1; at n = 0 equation (15) gives v₀, so it holds there too.

For the bound, define A ≥ 0 and an angle φ by x₀ = A cos φ and v₀/Ω = −A sin φ. Then (14) and (15) become

x_n = A cos(nθ + φ),   v_n = −ΩA sin(nθ + φ),   A² = x₀² + v₀²/Ω²,   (16)

as is seen by expanding the cosine and the sine of the sum. Hence |x_n| ≤ A and |v_n| ≤ ΩA for all n. Each step turns the point (x, v/Ω) clockwise through the fixed angle θ, where the true motion turns the point (x, v/ω) through the angle s.

Two limits are worth reading off. As h → 0, (12) gives θ → s and (13) gives Ω → ω, and (14) becomes the true solution at t = nh. As s → 2 from below, Ω → 0 and the bound A grows without limit whenever v₀ ≠ 0. The motion is still bounded, but the bound exceeds the true amplitude √(x₀² + v₀²/ω²) by a factor that can be as large as ω/Ω. Boundedness alone says little about accuracy. The numerical check compares (14), (15) and the bound with directly iterated trajectories for five values of s, from a small one to one just below 2.

(d) Solve the recurrence for s = 2 and for s > 2. State for which steps every trajectory stays bounded, and express the condition through the period T.

Solution. At s = 2, γ = −1 and Ω = 0, so (4) and (5) read

x_{n+1} = −x_n + h v_n,   v_{n+1} = −v_n.

The second gives v_n = (−1)ⁿv₀. Put x_n = (−1)ⁿ y_n in the first and divide by (−1)^{n+1}: the left side becomes y_{n+1}, the term −x_n becomes y_n, and the term h(−1)ⁿv₀ becomes −hv₀. Thus y_{n+1} = y_n − hv₀, and

x_n = (−1)ⁿ (x₀ − n h v₀).   (17)

Both eigenvalues equal −1 and have modulus one, yet the position grows linearly with n unless v₀ = 0. The reason is that M has only one eigenvector here: M = −1 + N, where N has the single non-zero element h in the upper right corner and N² = 0.

For s > 2, γ < −1. The function cosh κ takes every value above 1 exactly once for κ > 0, so define

cosh κ = −γ = s²/2 − 1.

The identity cosh κ = 2 cosh²(κ/2) − 1 gives cosh²(κ/2) = s²/4, that is

κ = 2 arcosh(s/2).   (18)

In (10), √(γ² − 1) = √(cosh²κ − 1) = sinh κ, so λ = −cosh κ ± sinh κ, which are −e^{−κ} and −e^{κ}. The general solution is

x_n = (−1)ⁿ (B₊ e^{nκ} + B₋ e^{−nκ}).

At n = 0, B₊ + B₋ = x₀, so write B₊ = x₀/2 + b and B₋ = x₀/2 − b. At n = 1, the solution gives x₁ = −(x₀ cosh κ + 2b sinh κ), while the step gives x₁ = γx₀ + hv₀ = −x₀ cosh κ + hv₀. Equating them, 2b = −hv₀/sinh κ, and

x_n = (−1)ⁿ [x₀ cosh nκ − (hv₀/sinh κ) sinh nκ].   (19)

As κ → 0, cosh nκ → 1 and sinh nκ/sinh κ → n, which recovers (17). For large n the growing exponential dominates: |x_n| is multiplied by e^κ per step and the sign alternates. The only exception is B₊ = 0, that is hv₀ = x₀ sinh κ, a single line of starting points along which the trajectory decays to zero. In floating-point arithmetic a rounding error that has a component off this line acts as a small B₊ and is then amplified at the same rate.

The mechanism is overshoot. From rest at x₀ the first step lands at γx₀. For s > 2 this is on the far side of the well and farther from the centre than x₀, because the force at the starting point was applied for too long. The larger force there throws the particle back still farther.

Collecting the three cases: every trajectory is bounded if and only if

ωh < 2, that is h < 2/ω = T/π.   (20)

The edge s = 2 itself is excluded by (17). More than π steps per period are needed. The determinant is one on both sides of the edge, so conservation of area does not imply stability: beyond the edge the map stretches one direction by e^κ and shrinks another by e^{−κ}.

Just above the edge, put s = 2 + η with small η. Then cosh(κ/2) ≈ 1 + κ²/8 must equal 1 + η/2, so κ ≈ 2√η. The growth rate rises with infinite slope, and a step only slightly too long already diverges quickly. The program locates the edge without using any of these formulas, by bisection in s on runs started from rest, classifying a run as unstable when |x| exceeds twice its starting value; it finds s = 2.000000. It also checks (17), and (19) for v₀ = 0.

(e) For s < 2, define the frequency ω_h of the computed motion and find it exactly. Expand ω_h/ω in powers of s through s⁶, determine the sign of the shift, and explain the leading term by a second argument.

Solution. With t_n = nh, (16) reads x_n = A cos(θt_n/h + φ). The computed points lie exactly on a sinusoid of angular frequency θ/h. Samples cannot distinguish θ from −θ or from θ + 2πk with integer k, and the convention 0 < θ < π picks the branch that goes over into the true frequency as h → 0. Thus

ω_h = θ/h = (2/h) arcsin(ωh/2).   (21)

Dividing by ω = s/h,

ω_h/ω = arcsin(u)/u,   u = s/2.

The series of the arcsine comes from its derivative, arcsin u = ∫₀ᵘ (1 − t²)^{−1/2} dt. In the binomial series (1 − z)^{−1/2} = Σ a_k z^k, the coefficients start with a₀ = 1 and obey a_{k+1} = a_k (k + ½)/(k + 1), which follows from differentiating k + 1 times at z = 0: each derivative lowers the exponent by one and brings a factor k + ½, and the factorial grows by k + 1. This gives a₁ = 1/2, a₂ = (1/2)(3/4) = 3/8, a₃ = (3/8)(5/6) = 5/16. With z = t²,

(1 − t²)^{−1/2} = 1 + t²/2 + 3t⁴/8 + 5t⁶/16 + …,

convergent for |t| < 1. Integrating term by term from 0 to u and dividing by u,

arcsin(u)/u = 1 + u²/6 + 3u⁴/40 + 5u⁶/112 + ….

Now u² = s²/4, u⁴ = s⁴/16 and u⁶ = s⁶/64, and the denominators become 6·4 = 24, 40·16 = 640 and 112·64 = 7168:

ω_h/ω = 1 + s²/24 + 3s⁴/640 + 5s⁶/7168 + ….   (22)

The relative frequency shift is (ωh)²/24 at leading order only. The condition u < 1 under which the series was obtained is the stability condition s < 2. All a_k are positive, so every term of (22) is positive. Two consequences hold on the whole stable range: ω_h > ω, so the shift is to higher frequency, and any truncation of (22) lies below the exact shift. The second term is the fraction (3/640)·24·s² = 9s²/80 of the first, which measures how far s²/24 can be trusted.

The second argument uses the difference form of (8). For a smooth function, Taylor expansion of x(t + h) and x(t − h) cancels the odd orders in their sum:

[x(t+h) − 2x(t) + x(t−h)]/h² = x″ + (h²/12) x⁗ + O(h⁴),

where the coefficient is 2h⁴/4! divided by h². For a sinusoid of frequency ω_h, x″ = −ω_h²x and x⁗ = +ω_h⁴x. Setting the result equal to −ω²x,

ω_h² − (h²/12) ω_h⁴ = ω².

In the small term ω_h may be replaced by ω at this order, so ω_h² = ω²(1 + s²/12). The square root halves the correction, ω_h = ω(1 + s²/24), in agreement with (22). The meaning is that the second difference underestimates the curvature of a sinusoid, since it averages the curvature over a stretch of length 2h. To balance the given restoring force the sampled curve must oscillate faster than the true one.

At the edge, u → 1 and arcsin u → π/2, so ω_h → π/h and ω_h/ω → π/2. The value π/h is the Nyquist frequency, the highest that samples spaced by h can represent, and it corresponds to the alternating sign in (17). The true motion could be sampled without aliasing up to s = π. The integrator fails earlier, at s = 2, because its own raised frequency reaches the Nyquist limit there.

The coefficients of s² and s⁴ in (22) are checked numerically from the phase of the eigenvalues of M, with M built by applying the step rule to unit vectors. At s = 0.05 the quantity c₂ = (ω_h/ω − 1)/s² has 1/c₂ = 23.993. By (22), c₂ = (1/24)(1 + 9s²/80), so 1/c₂ ≈ 24(1 − 0.1125 × 0.0025) = 23.993. The quantity c₄ = (ω_h/ω − 1 − s²/24)/s⁴ comes out as 0.004689 against 3/640, printed as 0.004687; the next term, 5s²/7168 ≈ 0.000002, accounts for the difference.

Second half: energy, an O–H stretch, coupled modes and anharmonicity

The symbols and results taken over are these. The oscillator x″ = −ω²x is advanced by velocity Verlet with step h; s = ωh, γ = 1 − s²/2, Ω² = ω²(1 − s²/4), and ω = 2πcν. One step is x → γx + hv, v → −hΩ²x + γv, with γ² + h²Ω² = 1. For s < 2, x_n = A cos(nθ + φ) and v_n = −ΩA sin(nθ + φ) with sin(θ/2) = s/2; the computed frequency is ω_h = θ/h, and ω_h/ω = 1 + s²/24 + 3s⁴/640 + 5s⁶/7168 + …. All trajectories are bounded if and only if s < 2. For s > 2 the growth factor per step is e^κ with κ = 2 arcosh(s/2), and a start from rest gives |x_n| = |x₀| cosh nκ. The wavenumber belonging to ω_h is written ν_h, and Δν = ν_h − ν.

(f) Find a quadratic form in x and v that one step leaves unchanged. Use it to find the range of the true energy E = ½m(v² + ω²x²) along a stable trajectory. Compare with the forward Euler rule x → x + hv, v → v − hω²x.

Solution. The closed form suggests v² + Ω²x², since it equals Ω²A²(sin² + cos²). The direct check needs only the step. With primes for the new values,

v′² = γ²v² − 2γhΩ² xv + h²Ω⁴x²,

Ω²x′² = γ²Ω²x² + 2γhΩ² xv + h²Ω²v².

The mixed terms cancel in the sum. The terms in v² carry γ² + h²Ω², and the terms in x² carry Ω²(γ² + h²Ω²). Since γ² + h²Ω² = 1,

v′² + Ω²x′² = v² + Ω²x².

So E_s = ½m(v² + Ω²x²) is exactly conserved; it is called the shadow energy. Nothing in the check required s < 2. For s < 2 the curves of constant E_s are ellipses, which confine the trajectory; for s > 2, Ω² is negative and they are hyperbolas, which do not. This is a second proof that every trajectory is bounded for s < 2; that trajectories do escape for s ≥ 2 is shown by the explicit solutions (17) and (19), not by the invariant.

Since ω² − Ω² = ω²s²/4, the true energy is

E_n = E_s + (mω²s²/8) x_n².   (23)

For s < 2, E_s = ½mΩ²A² and 0 ≤ x_n² ≤ A². The lower limit of E_n is E_s itself. The upper limit is ½mA²(Ω² + ω²s²/4) = ½mω²A². Therefore

½mΩ²A² ≤ E_n ≤ ½mω²A²,   lower limit/upper limit = 1 − s²/4.   (24)

These are bounds. A run comes close to them only if the phases nθ + φ come close to the zeros and the extremes of the cosine; when θ is a rational multiple of π the phases repeat after finitely many steps and may miss them. The energy cannot drift, because it is confined to a band fixed by the starting point. Inside the band it follows x_n² = (A²/2)[1 + cos(2nθ + 2φ)]. For s < √2, where 2θ < π, E_n therefore oscillates at twice the computed frequency; for s > √2 that doubled frequency lies above the Nyquist limit, and the samples show it aliased to a lower one. The cosine averages to zero over many steps, because Σ e^{2inθ} is a geometric sum bounded by 1/|sin θ| and sin θ ≠ 0. The long-run means are ⟨x²⟩ = A²/2 and ⟨v²⟩ = Ω²A²/2, so the mean kinetic energy is smaller than the mean potential energy by the same factor 1 − s²/4, whereas the true motion has them equal.

For forward Euler,

v′² + ω²x′² = v² − 2hω²xv + h²ω⁴x² + ω²x² + 2hω²xv + h²ω²v² = (1 + s²)(v² + ω²x²).

The energy is multiplied by 1 + s² at every step. The determinant of that map is 1·1 − h(−hω²) = 1 + s² as well, so it expands area, and it is unstable for every h > 0 on this problem. The conservation of v² + Ω²x² under velocity Verlet and the energy factor 1 + s² of forward Euler are verified symbolically in the program.

For the harmonic oscillator, velocity Verlet has now been solved exactly: every trajectory is bounded if and only if ωh < 2, and in that range the computed frequency is too high while the energy stays within a fixed band. It remains to put numbers to these results for an O–H stretch, to treat the growing phase error and the recovery of the true wavenumber, and to examine coupled modes and an anharmonic bond.
